# The screening length of a dielectric slab for a mid-plane charge, part 2

A point charge $Q$ sits in a uniform, linear, static dielectric slab that fills $|z| < d/2$ and extends without limit in the plane, with vacuum on both sides. The slab has thickness $d$ and, when isotropic, relative permittivity $\varepsilon > 1$. SI equations are used. The in-plane distance is $r$, the in-plane wavevector is $\mathbf q$ with magnitude $q$, and the potential is

$$
\phi(\mathbf r, z) = \int \frac{d^2 q}{(2\pi)^2} \, e^{i \mathbf q \cdot \mathbf r} \, \phi(q, z) .
$$

A prime on a function of $z$ denotes $d/dz$. For source and observer both in the mid-plane $z = 0$, the effective dielectric function $\varepsilon_{\rm eff}$ is defined by

$$
\phi(q, 0) = \frac{Q}{2 \varepsilon_0 \, q \, \varepsilon_{\rm eff}(q)} . \qquad (2)
$$

Solving the boundary-value problem for the isotropic slab gave, at small $q$,

$$
\varepsilon_{\rm eff}(q) = 1 + r_0 q + O(q^2) , \qquad r_0 = \frac{d (\varepsilon^2 - 1)}{2 \varepsilon} , \qquad (3)
$$

where $r_0$ is the screening length. To the next order,

$$
\varepsilon_{\rm eff} = 1 + \frac{ d ( \varepsilon^2 - 1 ) }{ 2 \varepsilon } \, q - \frac{ ( \varepsilon^2 - 1 ) d^2 }{ 4 \varepsilon^2 } \, q^2 + O(q^3) . \qquad (11)
$$

The full function, valid at any $q$, is

$$
\varepsilon_{\rm eff}(q) = \varepsilon \, \frac{ 1 + \varepsilon t }{ \varepsilon + t } = \frac{ 1 + \varepsilon t }{ 1 + t / \varepsilon } , \qquad (9)
$$

with $t = \tanh(qd/2)$. The "linear form" replaces it by $1 + r_0 q$, which is larger than the full function at every $q > 0$ and so overestimates the screening of each Fourier component.

In real space, the mid-plane potential of the full slab is a sum over image charges, with $\beta = (\varepsilon - 1)/(\varepsilon + 1)$:

$$
\phi(r) = \frac{ Q }{ 4 \pi \varepsilon_0 \varepsilon } \left[ \frac{1}{r} + 2 \sum_{n=1}^{\infty} \frac{ \beta^n }{ \sqrt{ r^2 + n^2 d^2 } } \right] . \qquad (15)
$$

The example has $d = 0.6$ nm and $\varepsilon = 12$, which give $r_0 = 3.575$ nm. These are round model parameters and stand for no particular material.

What follows finds the coefficient of $q$ by a second route, which shows where the length comes from, and then compares the linear form with the full slab in real space.

### The length for any pair of planes

The coefficient of $q$ can be found without the full solution. This second route shows which part of the polarization produces which part of $r_0$. Let the slab be uniaxial, with permittivity $\varepsilon_\parallel$ in the plane and $\varepsilon_\perp$ along $z$, and let the charge sit at height $z'$ inside it. Define the reduced potential $G = 2 \varepsilon_0 \phi / Q$. Inside the slab,

$$
\varepsilon_\perp G'' - \varepsilon_\parallel q^2 G = - 2 \, \delta( z - z' ) , \qquad (17)
$$

and matching to the decaying vacuum solutions gives

$$
\varepsilon_\perp G'( \pm d/2 ) = \mp q \, G( \pm d/2 ) . \qquad (18)
$$

Integrate (17) over the thickness and use (18) for the slopes at the faces:

$$
- q \left[ G( d/2 ) + G( -d/2 ) \right] = \varepsilon_\parallel q^2 \int_{-d/2}^{d/2} G \, dz - 2 . \qquad (19)
$$

The solution is built from exponentials with coefficients that are ratios of analytic functions of $q$, so it has a series in powers of $q$ that may begin with a negative power. In the leading negative power, (17) and (18) leave a function with zero slope at both faces and no source, which is a constant. If that power were $q^{-2}$ or lower, the left side of (19) would contain a term that nothing on the right could balance. The series therefore begins with $a/q$, and the terms of order $q^0$ in (19) give $-2a = -2$, hence $a = 1$. So

$$
G = \frac{1}{q} + g(z) + O(q) . \qquad (20)
$$

At order $q^0$, (17) and (18) become

$$
\varepsilon_\perp g'' = - 2 \, \delta( z - z' ) , \qquad \varepsilon_\perp g'( \pm d/2 ) = \mp 1 .
$$

The solution is $g = b - |z - z'|/\varepsilon_\perp$, with a constant $b$ still to be found. The terms of order $q$ in (19) supply it. On the left they are $-q[g(d/2) + g(-d/2)]$, and on the right $\varepsilon_\parallel q d$. The distances from $z'$ to the two faces add up to $d$, so

$$
2b - \frac{ d }{ \varepsilon_\perp } = - \varepsilon_\parallel d \quad \Rightarrow \quad b = - \frac{d}{2} \left( \varepsilon_\parallel - \frac{1}{\varepsilon_\perp} \right) .
$$

Now $1/(qG) = 1/[1 + q g + O(q^2)] = 1 - q g + O(q^2)$. The screening length for source plane $z'$ and observation plane $z$ is thus $-g$:

$$
r( z, z' ) = \frac{d}{2} \left( \varepsilon_\parallel - \frac{1}{\varepsilon_\perp} \right) + \frac{ | z - z' | }{ \varepsilon_\perp } . \qquad (21)
$$

With $z = z'$ and $\varepsilon_\parallel = \varepsilon_\perp = \varepsilon$ this is $r_0$ again. It holds for any common plane inside the slab. What distinguishes the mid-plane from other common planes first appears at higher order in $q$.

### Two contributions to the length

For source and observer in the same plane, write (21) as

$$
r_0 = \frac{ d ( \varepsilon_\parallel - 1 ) }{ 2 } + \frac{ d ( 1 - 1/\varepsilon_\perp ) }{ 2 } . \qquad (22)
$$

The first part comes from polarization along the plane. Treat the slab as a thin sheet in which the in-plane field is uniform across the thickness. The dipole moment per area is $\varepsilon_0 ( \varepsilon_\parallel - 1 ) d$ times the field $-i \mathbf q \phi$. The induced charge per area is minus the divergence of this moment, which is $-\varepsilon_0 ( \varepsilon_\parallel - 1 ) d \, q^2 \phi$. A sheet of charge produces a potential $1/(2 \varepsilon_0 q)$ times its density, so

$$
\phi = \frac{ Q }{ 2 \varepsilon_0 q } - \frac{ ( \varepsilon_\parallel - 1 ) d }{ 2 } \, q \phi .
$$

Solving for $\phi$ gives the denominator $1 + q d ( \varepsilon_\parallel - 1 )/2$, with the first part of (22) as its length.

The second part comes from polarization along $z$. At long wavelength the source acts as a charged plane that sends half of its flux to each side. For a charge in the mid-plane, the Fourier component of the normal field between source and face is $Q/(2 \varepsilon_0 \varepsilon_\perp)$ at this order, where vacuum would have $Q/(2 \varepsilon_0)$. Over the distance $d/2$ the potential at the source is lowered by

$$
\frac{ Q }{ 2 \varepsilon_0 } \left( 1 - \frac{1}{\varepsilon_\perp} \right) \frac{d}{2} ,
$$

which is $Q/(2 \varepsilon_0)$ times the second part of (22).

In the example the parts are $0.6 \times 11/2 = 3.300$ nm and $0.6 \times (11/12)/2 = 0.275$ nm. Finite-element solutions with one of the two permittivities set to 1 give the same values. The normal part can never exceed $d/2$, however large $\varepsilon_\perp$ is, whereas the in-plane part grows in proportion to $\varepsilon_\parallel - 1$. In a weakly polarizable isotropic slab the two parts become equal, since $1 - 1/\varepsilon \approx \varepsilon - 1$ when $\varepsilon$ is close to 1.

Equation (22) also helps when the thickness of a layer is uncertain. It contains the combinations $d(\varepsilon_\parallel - 1)$ and $d(1 - 1/\varepsilon_\perp)$. If these two are known for the layer as a whole, $r_0$ is half their sum, and the separate choice of $d$ drops out. If instead the isotropic formula is used with one known combination and an assumed $d$, the result depends on the assumption.

### Which length to use

For an isotropic slab, (21) gives different lengths for different arrangements. With the source in the mid-plane and the observer on a face, $|z - z'| = d/2$ and

$$
r = \frac{d}{2} \left( \varepsilon - \frac{1}{\varepsilon} \right) + \frac{ d }{ 2 \varepsilon } = \frac{ \varepsilon d }{ 2 } .
$$

If both charges are spread evenly over the thickness, we need the mean of $|z - z'|$. A separation $v$ occurs with weight $2(d - v)/d^2$, so the mean is

$$
\frac{2}{d^2} \int_0^d v ( d - v ) \, dv = \frac{2}{d^2} \left( \frac{d^3}{2} - \frac{d^3}{3} \right) = \frac{d}{3} ,
$$

and the length is

$$
r = \frac{d}{2} \left( \varepsilon - \frac{1}{\varepsilon} \right) + \frac{ d }{ 3 \varepsilon } = d \left( \frac{ \varepsilon }{ 2 } - \frac{ 1 }{ 6 \varepsilon } \right) .
$$

In the example these lengths are 3.600 nm and 3.592 nm, against 3.575 nm for two charges in the mid-plane. Finite-element solutions were tested against both, and against (21) for a pair of planes away from the centre. At $\varepsilon = 12$ the choice among these three arrangements changes the length by less than 1%. The differences are of order $d/\varepsilon$, so they gain weight relative to $r_0$ as $\varepsilon$ falls towards 1.

### The potential of the linear form

The inverse transform in the plane, after integration over the angle of $\mathbf q$, is

$$
\phi(r) = \frac{1}{2\pi} \int_0^\infty q \, J_0(qr) \, \phi(q) \, dq = \frac{ Q }{ 4 \pi \varepsilon_0 } \int_0^\infty \frac{ J_0(qr) }{ \varepsilon_{\rm eff}(q) } \, dq .
$$

For $\varepsilon_{\rm eff} = 1 + r_0 q$, write the denominator as an integral, $1/(1 + r_0 q) = \int_0^\infty e^{-s(1 + r_0 q)} ds$. The integral over $q$ is then that of a charge at height $r_0 s$, which gives $1/\sqrt{r^2 + r_0^2 s^2}$. With $x = r/r_0$ and $s = xv$,

$$
\phi_{\rm RK}(r) = \frac{ Q }{ 4 \pi \varepsilon_0 r_0 } F(x) , \qquad F(x) = \int_0^\infty \frac{ e^{-xv} }{ \sqrt{ 1 + v^2 } } \, dv . \qquad (23)
$$

To identify $F$, differentiate twice and add $F$, which turns the integrand into $e^{-xv} \sqrt{1 + v^2}$. Integration by parts then gives

$$
F'' + F = \frac{1}{x} + \frac{1}{x} \int_0^\infty \frac{ v \, e^{-xv} }{ \sqrt{ 1 + v^2 } } \, dv = \frac{1}{x} - \frac{ F' }{ x } .
$$

So $F'' + F'/x + F = 1/x$. The Struve function $H_0$ satisfies the same equation with $2/(\pi x)$ on the right, and $Y_0$ satisfies it with zero. Hence $F$ and $\tfrac{\pi}{2}(H_0 - Y_0)$ differ by a solution of Bessel's equation. Both fall off as $1/x$ at large $x$, while any nonzero solution of Bessel's equation oscillates with an amplitude falling as $x^{-1/2}$. The difference is therefore zero, and

$$
\phi_{\rm RK}(r) = \frac{ Q }{ 8 \varepsilon_0 r_0 } \left[ H_0 \! \left( \frac{r}{r_0} \right) - Y_0 \! \left( \frac{r}{r_0} \right) \right] . \qquad (24)
$$

This is the Rytova–Keldysh potential. At large $x$ each function in the bracket oscillates with an amplitude falling as $x^{-1/2}$, while their difference falls as $1/x$, so the two partly cancel. The integral (23), rewritten in the variable $w = xv$ so that its integrand keeps a fixed width, avoids this cancellation.

### Far from the charge

Put $w = xv$ in (23) and expand the square root for large $x$. With $\int_0^\infty e^{-w} w^2 dw = 2$,

$$
F = \frac{1}{x} \int_0^\infty e^{-w} \left( 1 - \frac{ w^2 }{ 2 x^2 } + \dots \right) dw = \frac{1}{x} - \frac{1}{x^3} + \dots
$$

so that $4 \pi \varepsilon_0 \phi_{\rm RK}/Q = 1/r - r_0^2/r^3 + \dots$

For the full slab, expand each image term of (15) as $1/r - n^2 d^2/(2 r^3)$. Two sums are needed. The geometric series gives $1 + 2\beta/(1 - \beta) = (1 + \beta)/(1 - \beta) = \varepsilon$. Applying $\beta \, d/d\beta$ twice to $\sum \beta^n = \beta/(1 - \beta)$ gives

$$
\sum_{n=1}^\infty n^2 \beta^n = \frac{ \beta ( 1 + \beta ) }{ ( 1 - \beta )^3 } = \frac{ \varepsilon - 1 }{ \varepsilon + 1 } \, \frac{ 2 \varepsilon }{ \varepsilon + 1 } \, \frac{ ( \varepsilon + 1 )^3 }{ 8 } = \frac{ \varepsilon ( \varepsilon^2 - 1 ) }{ 4 } .
$$

The factor 2 in (15) cancels the 2 in the expansion, and the prefactor $1/\varepsilon$ cancels one $\varepsilon$:

$$
\frac{ 4 \pi \varepsilon_0 \phi }{ Q } = \frac{1}{r} - \frac{ ( \varepsilon^2 - 1 ) d^2 }{ 4 r^3 } + \dots \qquad (25)
$$

The leading term is the bare Coulomb potential. The coefficients of $-1/r^3$ are 12.87 nm² for the slab and 12.78 nm² for the linear form. Their difference is

$$
\frac{ ( \varepsilon^2 - 1 ) d^2 }{ 4 } \left[ 1 - \frac{ \varepsilon^2 - 1 }{ \varepsilon^2 } \right] = \frac{ ( \varepsilon^2 - 1 ) d^2 }{ 4 \varepsilon^2 } ,
$$

which is the coefficient of $-q^2$ in $\varepsilon_{\rm eff}$. The term $-r_0 q$ in $1/\varepsilon_{\rm eff}$ makes a constant contribution to $\phi(q)$, and a constant transforms into a delta function at $r = 0$. It leaves no tail. The tail comes from the next term of $1/\varepsilon_{\rm eff}$, in $q^2$, whose coefficient is $r_0^2$ plus the difference just found. In the limit of large $r$, a tail fitted to $r_0^2/r^3$ therefore returns, even for an ideal slab, a length that is too large by the factor $\varepsilon/\sqrt{\varepsilon^2 - 1}$. This excess is 0.35% in the example and grows as $\varepsilon$ falls towards 1. At finite distance the higher terms of the expansion lower the fitted length. In the example they still outweigh the excess at 100 nm, and at 20 nm the fitted length is 9% too small.

### Comparison in the example

The energy of two like elementary charges is $e \phi(r)$ with $Q = e$, and $e^2/(4 \pi \varepsilon_0) = 1440$ meV nm. The table gives the full slab, the linear form with $r_0$, and its error relative to the full slab.

| $r$ (nm) | slab (meV) | linear (meV) | error |
|---|---|---|---|
| 0.1 | 1943.4 | 1498.2 | −22.9% |
| 0.3 | 1106.8 | 1076.0 | −2.8% |
| 0.6 | 827.3 | 824.8 | −0.3% |
| 1 | 653.2 | 652.8 | −0.06% |
| 2 | 445.9 | 446.1 | +0.04% |
| 10 | 132.91 | 132.95 | +0.03% |

The failure at short distance has a plain cause. As $r \to 0$ the first term of (15) grows as $1/(\varepsilon r)$ while the image terms stay finite, so close enough to the charge the slab potential rises as $1/(\varepsilon r)$. At 0.1 nm the first term supplies 1200 of the 1943 meV. The linear form screens large wavevectors too strongly and rises only as a logarithm, because $Y_0$ does.

The error changes sign between 1 and 2 nm, although the linear form overestimates the screening at every wavevector. Let $\Delta(r)$ be the slab potential minus the linear one. Its Fourier transform is positive for $q > 0$ but vanishes in proportion to $q$ as $q \to 0$, since the two forms of $\varepsilon_{\rm eff}$ agree to first order. The transform at $q = 0$ is the integral over the plane, so

$$
\int \Delta(r) \, d^2 r = 0 .
$$

The integral converges, because $\Delta$ grows no faster than $1/r$ near the origin and falls as $1/r^3$ far away. The slab potential is the larger one close to the charge, so it has to be the smaller one somewhere farther out.

With the in-plane part of the length alone, 3.300 nm, the energy at 2 nm is 460.1 meV, which is 3.2% too high. At 0.1 and 0.3 nm this shorter length comes closer to the slab than $r_0$ does. It does so by compensation: a shorter length raises the potential (23) at every distance, and this offsets part of the deficit at 0.1 nm and more than all of it at 0.3 nm.

All of this rests on a slab with sharp faces and a local permittivity. At distances comparable with the spacing of atoms that model is itself in doubt, so the first rows of the table compare two formulas and do not predict energies in a real layer. A substrate or a covering layer changes condition (18) and with it the result. The numerical output gives the remaining values.

## Computed results

```
slab thickness d = 0.600 nm
relative permittivity eps = 12.0
image factor beta = 0.84615
screening length r0, formula = 3.5750 nm = 35.750 angstrom
screening length r0, boundary-value problem = 3.5750 nm
in-plane part d(eps-1)/2 = 3.3000 nm
normal part d(1-1/eps)/2 = 0.2750 nm
length, only in-plane polarization, numeric = 3.3001 nm
length, only normal polarization, numeric = 0.2750 nm
length, centre to surface, numeric = 3.6000 nm
length, uniform average, numeric = 3.5917 nm
slab tail coefficient (eps^2-1)d^2/4 = 12.8700 nm^2
slab tail coefficient, image sum = 12.8690 nm^2
Rytova-Keldysh tail coefficient r0^2 = 12.7806 nm^2
Coulomb constant e^2/(4 pi eps0) = 1439.965 meV nm
qd | q (1/nm) | eps_eff full | 1 + r0 q | excess of linear (%)
0.01 | 0.0167 | 1.0596 | 1.0596 | 0.002
0.10 | 0.1667 | 1.5929 | 1.5958 | 0.186
0.30 | 0.5000 | 2.7525 | 2.7875 | 1.273
1.00 | 1.6667 | 6.3027 | 6.9583 | 10.403
3.00 | 5.0000 | 11.0298 | 18.8750 | 71.127
Energies in meV: full slab, RK with r0, RK with in-plane part only
r (nm) | full | RK r0 | RK in-plane | error of RK r0 (%)
0.100 | 1943.36 | 1498.18 | 1589.06 | -22.91
0.300 | 1106.82 | 1076.00 | 1133.38 | -2.78
0.600 | 827.32 | 824.77 | 863.36 | -0.31
1.000 | 653.18 | 652.81 | 679.47 | -0.06
2.000 | 445.94 | 446.11 | 460.07 | 0.04
3.575 | 303.77 | 303.95 | 310.80 | 0.06
10.000 | 132.91 | 132.95 | 134.13 | 0.03
30.000 | 47.38 | 47.38 | 47.47 | 0.01
```
